Why midgap charge separation needs traps that are neutral at midgap

An empty donor trap carries charge +1 and a filled one carries 0. An empty acceptor trap carries 0 and a filled one −1. The two differ by one unit of charge that does not depend on occupation. Replace a donor at the semiconductor surface by an acceptor of the same energy and the same kinetics, and put one fixed positive charge beside it. Every field and every occupation stays as it was.

This symmetry fixes what a capacitance-voltage curve can say. If N_D is the number of donor traps per area and N_ot the fixed oxide charge, the curve is unchanged under

N_D → N_D + δ, N_ot → N_ot − δ,

with the total trap density held fixed. The curve can therefore depend on N_D and N_ot through their sum alone. A recipe that returns N_ot by itself must add a statement about the traps. The midgap method adds the statement that they are neutral when the surface Fermi level is at midgap.

Dimensions suggest the form of the error. It is a number per area, and the traps supply a density D per area and energy. For nearly constant D, the simplest candidate is D times an energy difference, which vanishes when the traps are neutral at the reading. The derivation below confirms this form and finds the two energies. In a wide-gap semiconductor, one of them need not be midgap.

**What the midgap voltage measures**

Take a p-type semiconductor under an oxide of thickness d and relative permittivity κ. The algebra uses atomic units, so the elementary charge is 1 and Gauss's law carries a factor 4π. Charges per area are signed counts, positive for positive charge. Let x run from the gate at 0 to the interface at d, and let F be the field along x. The band bending ψ is the surface potential relative to the bulk. Positive ψ bends the bands down and repels holes.

The field vanishes deep in the semiconductor. Gauss's law applied from just inside the oxide to that depth encloses the semiconductor charge Q_s and the interface-trap charge N_it:

κF(d) = −4π(Q_s + N_it).

Within the oxide κ dF/dx = 4πn(x), where n is the oxide charge per volume. Hence

κF(x) = −4π[Q_s + N_it + ∫ₓᵈ n(x′) dx′].

The potential drop from gate to interface is V − ψ = ∫₀ᵈ F dx. In the double integral over n, the charge at x′ is counted for every x between 0 and x′, so it acquires the weight x′. With

C = κ/(4πd), N_ot = ∫₀ᵈ (x/d) n(x) dx,

the result is

V = ψ − [Q_s(ψ) + N_ot + N_it]/C.

A constant work-function difference has been dropped because only shifts will be used. N_ot is an effective count: charge near the gate weighs little.

To locate midgap one uses a small ac signal too fast for the traps but slow enough for the dopants to follow. Then dV = dψ − dQ_s/C, while the gate charge changes by −dQ_s. With C_s = −dQ_s/dψ, the measured capacitance obeys

1/C_hf = 1/C + 1/C_s(ψ).

If doping is unchanged by stress, equal capacitance means equal ψ on any branch where C_hf varies monotonically. Subtract the curves before and after stress at the midgap capacitance. The terms ψ and Q_s cancel, as does the charge of old traps whose properties and occupation are unchanged. From here on N_it and D refer to the traps added by stress. The apparent oxide charge is

A = −C ΔV_mg = ΔN_ot + N_it(reading).

So A equals ΔN_ot if, and only if, the added traps have zero net charge at the reading. They need not be neutral one by one: positive and negative charges may balance.

**The error when the neutrality level lies elsewhere**

Let D_D and D_A be the donor and acceptor densities, D their sum, and f(E) the probability that a trap at energy E holds an electron. Energies are measured from the valence-band edge at the surface. Then

N_it = ∫[D_D(1 − f) − D_A f] dE = N_D − ∫D f dE.

The donor count enters as an additive constant, which is the opening symmetry in explicit form.

In equilibrium f is the Fermi function at the surface Fermi level μ = μ_b + ψ, where μ_b is the bulk value. Define the neutrality level E_N by N_it(E_N) = 0. Raising μ by dμ fills about D(μ)dμ traps, so dN_it/dμ ≈ −D(μ). Integrating from midgap E_m to E_N gives 0 − N_it(E_m) = −∫D dE, and therefore

A − ΔN_ot = ∫_{E_m}^{E_N} D(E) dE.

The limits carry the sign. If E_N is below midgap, traps between the two levels hold electrons that make the interface negative, and the oxide charge is underestimated. If E_N is above midgap, it is overestimated. The error in the shift itself is −(A − ΔN_ot)/C, or −D(E_N − E_m)/C for constant D.

The approximation lies in treating the Fermi edge as sharp. The function ∂f/∂μ has unit area, is even about μ and has variance π²(kT)²/3. Expanding D about μ replaces D by D + (π²/6)(kT)²D″, so the leading correction to the integral is (π²/6)(kT)²[D′(E_N) − D′(E_m)]. It is small when D varies little over kT.

There are two extreme cases. If all added traps are donors, N_D = ∫D dE over the gap, and the error is the number of traps above midgap. If all are acceptors, the error is minus the number below midgap. Without knowledge of trap type, the equilibrium reading leaves an uncertainty as wide as the whole added trap population.

**What stretch-out still tells**

The method assigns the rest of the flat-band shift to interface traps. Flat band means ψ = 0, so μ = μ_b. There ΔV_fb = −[ΔN_ot + N_it(μ_b)]/C, and subtraction gives

C(ΔV_mg − ΔV_fb) = N_it(μ_b) − N_it(E_m) = ∫_{μ_b}^{E_m} D dE.

The neutrality level has dropped out. In equilibrium, stretch-out counts the traps between the two Fermi-level positions, whatever their type. What fails is its use as the trap charge at flat band. The true charge there is N_it(μ_b), so the inferred value is wrong by −N_it(E_m), equal and opposite to the oxide-charge error. The method keeps the total and transfers charge between its two accounts.

**A centre with a neutral window**

Neutrality at midgap does not require E_N = E_m. Consider a single orbital of energy ε that can hold two electrons with repulsion U, and whose charge is +1, 0 or −1. The statistical weights of these three states are

1, 2 exp[(μ − ε)/kT], exp[(2μ − 2ε − U)/kT].

The first and last are equal at μ = ε + U/2, which is the neutrality level. Let δ be the distance of μ above it. Dividing the difference of the outer weights by the sum of all weights, and then both by 2exp(δ/kT), gives the mean charge

−sinh(δ/kT)/[cosh(δ/kT) + exp(U/2kT)].

For kT ≪ δ < U/2, with U/2 − δ also several kT, this is about −½exp[(δ − U/2)/kT]. At 300 K, with U = 1.20 eV and δ = 0.4 eV, it is −2.2×10⁻⁴ per centre. At δ = 0.8 eV it is −0.999. The first centre satisfies the midgap condition although its neutrality level is well off midgap. The reason agrees with the integral: between its two charge transitions almost no charge is exchanged.

**When midgap traps cannot respond**

Suppose the surface is first held in accumulation, so that traps above the valence edge are filled with holes. The gate then steps to depletion, and the midgap point is read after a time t in the dark. A trap gains an electron by emitting its hole to the valence band, at rate ν exp(−E/kT). Neglect recapture and any supply of electrons from the conduction band. Then

f(E,t) = 1 − exp[−νt exp(−E/kT)].

For constant D, the filled energy range is ∫₀^∞ f dE, the upper limit being harmless because f has already died out. Substitute u = νt exp(−E/kT), so dE = −kT du/u:

∫₀^∞ f dE = kT ∫₀^{νt} (1 − e⁻ᵘ)/u du.

Integration by parts gives (1 − e⁻ᵘ)ln u at the upper limit, minus ∫e⁻ᵘ ln u du. For large νt the first is ln(νt), and the second integral tends to −γ, where γ ≈ 0.577 is Euler's constant. The traps are thus filled as if up to a sharp boundary

E_b = kT[ln(νt) + γ].

For D varying slowly over kT, the electron count is ∫₀^{E_b} D dE. Neutrality at E_N means N_D ≈ ∫₀^{E_N} D dE, so

A − ΔN_ot = ∫_{E_b}^{E_N} D(E) dE.

This holds while E_b is many kT below the surface Fermi level at the reading. As they approach each other, recapture begins to matter, and once the calculated E_b has passed the surface Fermi level by several kT, the equilibrium result applies. In the slow regime, the condition for a correct reading is neutrality with the traps filled to E_b. Traps that would be neutral at midgap in equilibrium still hold holes between E_b and midgap, and they pass for positive oxide charge.

The amphoteric centre shows this sharply. With δ = 0.4 eV at midgap, its first level lies at 2.75 − 0.4 − 0.6 = 1.75 eV in the gap used below. With the emission prefactor used there, that is far above E_b after 100 s, so a centre that equilibrium would make neutral stays at +1.

**Numbers for a diamond capacitor**

Take boron-doped diamond with a gap of 5.5 eV and 30 nm of alumina at 300 K. Restoring ordinary units, C = κε₀/d = 0.236 μF/cm² for κ = 8.0. Stress adds an effective oxide charge of 1.000×10¹² cm⁻², which alone shifts the curve by −eN_ot/C = −0.679 V. The added traps have

D(E) = 0.20{1 + 4[exp(−E/0.30) + exp(−(5.5 − E)/0.30)]},

in 10¹² cm⁻² eV⁻¹ with E in eV. Their type changes smoothly from donor at low energy to acceptor at high energy, and E_N = 1.597 eV. All counts below are in units of 10¹² cm⁻².

In equilibrium the constant part of D contributes 0.20 × (2.750 − 1.597) = 0.2306 between E_N and midgap. The lower tail adds 0.20 × 4 × 0.30 × (e^(−5.32) − e^(−9.17)) = 0.0011, and the upper tail is negligible. The predicted error is −0.232. The midgap shift read from the calculated curves is −0.521 V, which gives A = 0.768, low by 23% of the true oxide charge. A different device with oxide charge 0.768 and traps of the same D that are neutral at midgap has the same curve to within numerical rounding. No analysis of that curve could tell the two apart.

The true trap charge at flat band is 0.362, whereas stretch-out gives 0.594. The excess of 0.232 is the charge missing from the oxide account, and both divisions add up to 1.362.

Now read 100 s after accumulation. A capture cross section of 10⁻¹⁵ cm² gives ν = 2.0×10¹¹ s⁻¹, so E_b = 0.02585 × [ln(2.0×10¹³) + 0.577] = 0.807 eV. The constant part of D between E_b and E_N gives 0.20 × 0.790 = 0.158 and the lower tail 0.015. The error is now +0.173: the same traps make the oxide charge look too large instead of too small. Stretch-out falls from 0.594 to 0.189, because it sees only traps that change occupation between the two readings.

If instead E_N is at midgap, the equilibrium error vanishes, but the slow error is +0.405, or 41% of the true oxide charge. For E_N = 3.601 eV the two errors are +0.171 and +0.576. The six counts read from capacitance curves, built from separate donor and acceptor occupations with older traps present, were tested against the integrals and agree within 0.001.

**Beside a real device**

The gap, permittivities, boron level and hole density of states are rough values for diamond and alumina. The oxide charge and trap distribution are model choices, and capture cross sections can differ by orders of magnitude. Of the assumptions whose effect is estimated here, the one that fails most severely is equilibrium at midgap. With these parameters, the emission time there is about 10³⁵ s at 300 K, and, with ν growing as T² and the gap held fixed, E_b for a 100 s wait reaches midgap only near 950 K (near 1020 K if ν keeps its 300 K value). For E_N = 1.597 eV, this moves the error from −0.232 to +0.173. The equilibrium figure is thus a reference limit, not a forecast for a dark room-temperature sweep. At 500 K, with the same T² growth of ν, the boundary rises to 1.39 eV and the error falls to +0.043 (1.34 eV and +0.052 with ν fixed). Heating helps here because E_b approaches this particular E_N; further heating would carry it past.

Other corrections are smaller in this example:

- A capture cross section 100 times larger changes the slow count by 0.029. Coulomb lowering of the emission barrier, estimated at up to 0.20 eV, acts on traps left negative by emission. It would change the count by about 0.047 if all traps just above E_b were acceptors. Here nearly all of them are donors, and the change is far smaller. Both effects speed up emission and reduce the positive error.
- Assuming a doping 10% too high raises the equilibrium count by 0.043. In depletion C_s depends roughly on doping divided by ψ, so the point is read at a bending about 9% too small, where fewer traps are filled. The slow count does not change at the printed precision, since its occupation does not depend on ψ.
- At midgap, with the traps in equilibrium, the fields on the two sides of the interface are about 0.39 MV/cm in the diamond and 0.31 MV/cm in the oxide, well below rough breakdown fields of several MV/cm or more. Slow traps keep more positive charge, which makes the oxide field at the interface smaller still. The factor for direct tunnelling at the filling boundary is about e⁻¹⁰⁷ for a hole mass of 0.7 electron masses and e⁻⁶⁴ for 0.25, in either case too small to compete with the thermal factor of about e⁻³¹. Thermally assisted tunnelling is not included.

The choice of ac frequency can matter more. The calculated curves let boron follow the signal, but its level is deep and at 300 K it may lag at 1 MHz. The capacitance then falls, and the calculated midgap value is reached at too small a bending. In the limit where boron does not respond at all, only the free holes screen the signal. Their bulk Debye length, about 120 nm, happens to match the length that sets C_s at midgap, so the midgap capacitance is met near flat band, and for E_N = 1.597 eV the error becomes the flat-band trap charge, about +0.36, in both regimes. How close 1 MHz comes to this limit depends on the capture cross section of boron. This changes the equilibrium count and, if the surface Fermi level at the reading comes down to E_b or below, the slow count too. The frequency should be low enough that the depletion capacitance no longer depends on it.

Flat band needs care. Hole emission at the flat-band level has a rate of 5.5×10⁶ s⁻¹, close to the angular frequency of a 1 MHz signal, so traps there can add to the measured capacitance. The flat-band numbers above use zero bending, not a capacitance reading. Lateral non-uniformity of the charge and oxide traps that exchange carriers during the sweep are left out, and their effect is not bounded here.

Keeping the error below 10% of the oxide charge limits the integral of D between the filling boundary and E_N to 0.1×10¹² cm⁻². If the traps equilibrate, the boundary is midgap, where D is near 0.2×10¹² cm⁻² eV⁻¹, and E_N must lie within about 0.5 eV of it. If they follow the dark emission model at 300 K, the boundary is E_b, where the lower tail adds to D, and E_N must lie between about 0.3 eV below and 0.4 eV above it. Turning the apparent count into an oxide charge takes a measurement of trap type or of E_N, independent of the curve, together with D and the filling boundary. The numerical output below lists the inputs and results.

Values computed for the example and the checks

```
temperature: 300 K; kT: 0.02585 eV
gap: 5.50 eV; midgap: 2.75 eV
relative permittivity: diamond 5.7, alumina 8.0
oxide thickness: 30 nm; C_ox: 0.2361 uF/cm2
boron: 1.0e+17 cm^-3; level: 0.37 eV
valence density of states: 2.0e+19 cm^-3
bulk Fermi level: 0.271 eV; midgap bending: 2.479 V
midgap capacitance: 0.03532 uF/cm2
true effective oxide count: 1.000 e12 cm^-2
its total if spread over 3 nm: 1.111 e12 cm^-2
shift from oxide charge alone: -0.6786 V
trap density floor: 0.20 e12 cm^-2 eV^-1
trap tail energy: 0.30 eV; edge factor: 5.00
voltage error size per 0.1 eV offset: 13.57 mV
capture cross section: 1.0e-15 cm2
thermal speed: 1.0e+07 cm/s; nu: 2.00e+11 1/s
time in depletion: 100 s; filling boundary: 0.807 eV
neutrality level: 1.597 eV
  equilibrium: shift -0.5213 V, apparent 0.7682 e12 cm^-2
    count error: -0.2318 e12 cm^-2
  slow traps: shift -0.7961 V, apparent 1.1733 e12 cm^-2
    count error: +0.1733 e12 cm^-2
neutrality level: 2.750 eV
  equilibrium: shift -0.6786 V, apparent 1.0000 e12 cm^-2
    count error: -0.0000 e12 cm^-2
  slow traps: shift -0.9534 V, apparent 1.4051 e12 cm^-2
    count error: +0.4051 e12 cm^-2
neutrality level: 3.601 eV
  equilibrium: shift -0.7944 V, apparent 1.1707 e12 cm^-2
    count error: +0.1707 e12 cm^-2
  slow traps: shift -1.0692 V, apparent 1.5757 e12 cm^-2
    count error: +0.5757 e12 cm^-2
equivalent oxide count, midgap-neutral: 0.7682 e12 cm^-2
largest difference of the two curves: 4.4e-16 V
stretch-out count, equilibrium: 0.5940 e12 cm^-2
stretch-out count, slow traps: 0.1889 e12 cm^-2
true flat-band trap charge: 0.3622 e12 cm^-2
error of inferred flat-band trap charge: +0.2318 e12 cm^-2
amphoteric repulsion: 1.20 eV
charge per centre, midpoint 0.4 eV below midgap: -2.18e-04 e
charge per centre, midpoint 0.8 eV below midgap: -0.9991 e
log10 of midgap emission time in s: 34.9
temperature for midgap response in 100 s: about 952 K
boundary at 500 K: 1.388 eV; error +0.0428 e12 cm^-2
surface field: diamond 0.386, oxide 0.310 MV/cm
largest Coulomb barrier lowering: 0.197 eV
  resulting count change at most: 0.0474 e12 cm^-2
tunnelling exponent at boundary: 107 (mass 0.7 m_e)
trap degeneracy 2, count change: 0.0036 e12 cm^-2
capture factor 100, count change: 0.0292 e12 cm^-2
doping 10% too high, equilibrium: +0.0427 e12 cm^-2
doping 10% too high, slow traps: +0.0000 e12 cm^-2
hole emission rate at flat-band level: 5.50e+06 1/s
```
